# The RPA image potential and the centroid of the screening charge

Hold an electron-like point charge at rest in vacuum in front of a metal. The electrons of the metal withdraw from the nearest part of the surface, and the charge is attracted. Classical electrostatics gives the energy \(-1/(4z)\), with \(z\) the distance from a sharp surface. A real electron density has no sharp surface, so the law is incomplete until the plane from which \(z\) is measured is known. The random-phase approximation (RPA) for the screened interaction determines that plane.

## Setting and assumptions

Hartree atomic units are used, and potentials are potential energies of an electron. The metal fills roughly the region \(z<0\) and is uniform along the surface. Functions of the parallel separation are Fourier transformed, with wave number \(q\). The Coulomb interaction becomes

\[
v(z,z';q)=\frac{2\pi}{q}e^{-q|z-z'|},\qquad (\partial_z^2-q^2)\,v=-4\pi\delta(z-z'). \tag{1}
\]

The electrons of the metal respond to the total potential as independent electrons in a given effective potential, with static density response \(\chi_0(z,z';q)\). The RPA screened interaction and its induced part are, in operator notation,

\[
W=v+v\chi_0W,\qquad W_{\rm ind}=W-v=v\chi v,\qquad \chi=\chi_0+\chi_0v\chi. \tag{2}
\]

The assumptions are these.

- **A1.** The response is static and linear.
- **A2.** There is a plane \(z=a\) beyond which the electron density of the metal is negligible. The external charge sits at \(z>a\).
- **A3.** The metal screens perfectly. For small \(q\), the total potential \(\varphi\) caused by a distant source decays into the metal, and this decaying solution is unique up to a factor. At \(q=0\), \(\varphi\), \(\varphi'\) and \(z\varphi'\) vanish deep inside.
- **A4.** The ratio \(\Lambda(q)=\varphi'(a)/\varphi(a)\) has the expansion \(\Lambda_0+\Lambda_2q^2+o(q^2)\).

A4 is a smoothness assumption. The equation for \(\varphi\), given in (7), contains \(q^2\) explicitly and \(q\) through \(\chi_0\). If \(\chi_0\) is isotropic along the surface and smooth in the wave vector, it too depends on \(q^2\).

**Theorem.** Let \(s_0(z)\) be the screening charge induced by a weak uniform static field normal to the surface, and let

\[
z_0=\frac{\int z\,s_0(z)\,dz}{\int s_0(z)\,dz}. \tag{3}
\]

Under A1–A4, the interaction energy of a static unit charge with its own screening charge is, at large \(Z=z-z_0\),

\[
V(z)=-\frac{1}{4(z-z_0)}-\frac{3d_2}{8(z-z_0)^4}+o(Z^{-4}), \tag{4}
\]

where the constant \(d_2\) is defined by the surface response in Lemma 3.

## From the screened interaction to one function of \(q\)

**Lemma 1.** \(V(z)=\tfrac12W_{\rm ind}(\mathbf r,\mathbf r)\).

*Proof.* When a fraction \(\lambda\) of the charge is present, linear response gives the induced potential \(\lambda W_{\rm ind}(\mathbf r,\mathbf r)\) at its position. Adding \(d\lambda\) costs \(\lambda W_{\rm ind}\,d\lambda\). Integration from 0 to 1 gives the factor \(\tfrac12\).

The force gives the same result. It is \(-\partial_zW_{\rm ind}(\mathbf r,\mathbf r')\) taken at \(\mathbf r'=\mathbf r\), with the screening charge held fixed during differentiation. Since \(W_{\rm ind}\) is symmetric, this is half of \(-\frac{d}{dz}W_{\rm ind}(\mathbf r,\mathbf r)\), hence \(-dV/dz\). ∎

**Lemma 2.** There is a function \(g(q)\) with

\[
V(z)=-\frac12\int_0^\infty g(q)\,e^{-2qz}\,dq,\qquad 0\le g(q)\,e^{-2qa}\le1. \tag{5}
\]

*Proof.* In \(v\chi v\) the inner coordinates \(z_1,z_2\) lie in the metal, below \(a\), and the outer ones lie above. Thus \(|z-z_1|=z-z_1\), and the exponentials factorize:

\[
W_{\rm ind}(z,z';q)=\Big(\frac{2\pi}{q}\Big)^2e^{-q(z+z')}\!\iint e^{qz_1}\chi(z_1,z_2;q)e^{qz_2}\,dz_1dz_2
=-\frac{2\pi}{q}\,g(q)\,e^{-q(z+z')}.
\]

Here

\[
g(q)=\int e^{qz}s_q(z)\,dz,\qquad s_q(z)=-\int\chi(z,z_2;q)\,\frac{2\pi}{q}e^{qz_2}\,dz_2. \tag{6}
\]

The function \(s_q\) is minus the electron density induced by the external potential \((2\pi/q)e^{qz}\). It is positive where electrons have been pushed away. At zero parallel separation,

\[
V=\frac12\int\frac{d^2q}{(2\pi)^2}W_{\rm ind}(z,z;q)
=\frac12\int_0^\infty\frac{q\,dq}{2\pi}\Big(-\frac{2\pi}{q}\Big)g\,e^{-2qz},
\]

which is the integral in (5).

For the bound, write \(\chi_0=-P\). At fixed chemical potential the grand potential of independent electrons is a minimum of expressions linear in the applied potential. It is therefore concave in that potential, so \(P\ge0\). Equation (2) gives \(W=(v^{-1}+P)^{-1}\), and since \(v\) is positive, \(0\le W\le v\). For a charge sheet modulated with wave number \(q\) in the plane \(a\), this reads \(0\le\frac{2\pi}{q}(1-g\,e^{-2qa})\le\frac{2\pi}{q}\). ∎

## The surface response at small \(q\)

**Lemma 3.** For small \(q\), \(g(q)=e^{2qD(q)}\) with \(D(q)=D(0)+d_2q^2+o(q^2)\). There is no term linear in \(q\). At \(q=0\) the total potential outside is proportional to \(z-D(0)\).

*Proof.* By (1), the total potential belonging to \(s_q\) obeys

\[
\varphi''-q^2\varphi=4\pi s_q,\qquad s_q=-\chi_0\varphi. \tag{7}
\]

For \(z\ge a\) it is the external potential plus that of the induced density \(-s_q\):

\[
\varphi(z)=\frac{2\pi}{q}\left(e^{qz}-g\,e^{-qz}\right). \tag{8}
\]

Hence \(\Lambda(e^{qa}-g\,e^{-qa})=q(e^{qa}+g\,e^{-qa})\). Collecting the terms with \(g\) gives

\[
g=e^{2qa}\,\frac{\Lambda-q}{\Lambda+q}. \tag{9}
\]

The logarithm of this requires \(\Lambda_0>0\). To show it, multiply (7) at \(q=0\) by \(\varphi\) and integrate by parts up to \(a\). The boundary term deep inside vanishes by A3, so

\[
\varphi(a)\varphi'(a)=\int_{-\infty}^a\varphi'^2dz+4\pi\!\iint\varphi P\varphi\,dz\,dz'>0 .
\]

Since \(\ln\frac{\Lambda-q}{\Lambda+q}=-2\,\mathrm{artanh}(q/\Lambda)\),

\[
D(q)=a-\frac1q\,\mathrm{artanh}\frac q{\Lambda}
=a-\frac1{\Lambda_0}+q^2\left(\frac{\Lambda_2}{\Lambda_0^2}-\frac1{3\Lambda_0^3}\right)+o(q^2). \tag{10}
\]

The bracket is \(d_2\). At \(q=0\) there is no charge beyond \(a\), so \(\varphi\) is a straight line there. Its value and slope at \(a\) have the ratio \(1/\Lambda_0\), so the line vanishes at \(a-1/\Lambda_0=D(0)\). ∎

With \(g=e^{2qD}\), (8) becomes \(\varphi=(4\pi/q)e^{qD}\sinh q(z-D)\), which tends to \(4\pi(z-D(0))\). The distant source contributes \(2\pi\) to this slope and the screening charge contributes the other \(2\pi\). Inside the metal the two contributions cancel.

**Lemma 4.** \(D(0)\) is the centroid \(z_0\) of (3).

*Proof.* At \(q=0\), (7) reads \(\varphi''=4\pi s_0\), and outside \(\varphi=C(z-D(0))\). Integrate with weights 1 and \(z\), using A3 at the lower limit:

\[
4\pi\int s_0\,dz=\varphi'(a)=C,
\]
\[
4\pi\int z\,s_0\,dz=\big[z\varphi'-\varphi\big]_{z=a}=aC-C\,(a-D(0))=C\,D(0).
\]

The quotient is \(D(0)\). With \(C=4\pi\) the total screening charge is 1. ∎

## Proof of the theorem

By Lemmas 3 and 4, \(g=e^{2qz_0}\left[1+2d_2q^3+o(q^3)\right]\) for small \(q\). The part of (5) above any fixed \(q_1>0\) is at most \(\frac12\int_{q_1}^\infty e^{-2q(z-a)}dq\), which is exponentially small at large \(z\). The remaining part can be expanded, and its upper limit can then be moved to infinity with another exponentially small error:

\[
V=-\frac12\int_0^\infty e^{-2qZ}\left(1+2d_2q^3\right)dq+o(Z^{-4})
=-\frac12\left[\frac1{2Z}+2d_2\,\frac{3!}{(2Z)^4}\right]+o(Z^{-4}).
\]

The second term is \(-\frac12\cdot\frac{12}{16}\,d_2Z^{-4}=-\frac38d_2Z^{-4}\). This is (4). ∎

**Remark 1: what the shifted form contains.** Expanding in the original coordinate gives

\[
-\frac1{4(z-z_0)}=-\frac1{4z}-\frac{z_0}{4z^2}-\frac{z_0^2}{4z^3}-\dots
\]

The second term alone would identify \(z_0\). The third is also correct because \(D\) has no linear term. If A4 is weakened to \(D(q)=z_0+o(1)\), the first two terms survive and the error is only known to be \(o(z^{-2})\).

**Remark 2: point charge and uniform field.** The screening charge of a point charge at height \(z_c\) has parallel Fourier components \(e^{-qz_c}s_q(z)\). Integrating it over planes parallel to the surface selects \(q\to0\), where this becomes \(s_0(z)\). Within linear response and without overlap, the plane-integrated charge therefore has the same centroid at every \(z_c\). The energy also involves finite \(q\), which is why it still has corrections to the image form.

## Two limiting cases

**A sharp Thomas–Fermi surface.** Let \(\chi_0=-(k^2/4\pi)\,\delta(z-z')\) for \(z<0\) and zero outside, where \(k\) is the screening constant. Equation (7) gives \(\varphi\propto e^{\kappa z}\) inside, with \(\kappa=\sqrt{q^2+k^2}\). Taking \(a=0\), \(\Lambda=\kappa\), and (10) becomes

\[
D(q)=-\frac1q\,\mathrm{artanh}\frac q\kappa=-\frac1q\,\mathrm{arsinh}\frac qk
=-\frac1k+\frac{q^2}{6k^3}+\dots
\]

At \(q=0\) the charge is proportional to \(e^{kz}\), and its centroid is \((-1/k^2)/(1/k)=-1/k\), as Lemma 4 requires. The image plane lies one screening length inside the edge, and the first correction to the energy is \(-1/(16k^3Z^4)\). For \(k\to\infty\) the classical law with \(z_0=0\) returns.

**An insulator.** A sharp dielectric with constant \(\epsilon\) violates A3. Its interior potential is proportional to \(e^{qz}\), and continuity of the normal displacement gives \(\Lambda=\epsilon q\) just outside. This vanishes at \(q=0\) and is odd in \(q\). Equation (9) with \(a=0\) then gives \(g=(\epsilon-1)/(\epsilon+1)\), so the leading energy is \(-\frac{\epsilon-1}{\epsilon+1}\frac1{4z}\). Metallic screening is what fixes the coefficient \(\tfrac14\).

## A numerical example

Take electrons in the smooth well

\[
u(z)=U\left\{1-\tfrac12\left[\tanh\frac{z+L}{w}-\tanh\frac zw\right]\right\},
\]

with \(U=0.7\) hartree, \(L=28\) bohr, \(w=1\) bohr and Fermi energy \(0.5\) hartree, so that \(k_F=1\) bohr\(^{-1}\). These are round model parameters, and the well is not self-consistent. Nine subbands are occupied. With subband functions \(\psi_i\), energies \(\varepsilon_i\) and \(k_i^2=2(0.5-\varepsilon_i)\), first-order perturbation theory gives

\[
\chi_0=-4\sum_{i\,\rm occ}\sum_j\psi_i(z)\psi_j(z)\psi_i(z')\psi_j(z')\;
\mathrm{P}\!\!\int_{k<k_i}\!\frac{d^2k}{(2\pi)^2}\frac1{\varepsilon_j-\varepsilon_i+\frac{q^2}2+\mathbf k\cdot\mathbf q}.
\]

The 4 combines two spins with the two equal contributions of the perturbed state and its conjugate, and P denotes the principal value. The functions were computed on a grid of spacing 0.25 bohr with a sinc basis, and the screening equations were solved as linear systems.

The uniform-field charge has its centroid at \(z_0=-0.368\) bohr \((-0.195\) Å), measured from the midpoint of the right-hand step. The sign reflects that choice of origin. There are 0.9031 electrons per bohr\(^2\). A centred neutralizing background of density \(k_F^3/3\pi^2=0.03377\) bohr\(^{-3}\) would end at \(-14+0.9031/(2\times0.03377)=-0.63\) bohr. The image plane is 0.26 bohr outside that edge.

A finite slab lets a constant potential \(\varphi_L\) through to its far side. The lower limit in Lemma 4 then adds \(\varphi_L\) to the first-moment integral, and the centroid exceeds the zero of the outside line by \(\varphi_L/4\pi\). Here this is 0.00025 bohr. So small a value is special to this width. At a width of 33 bohr the shift is \(-0.017\) bohr, and the zero of the outside line, which is the image plane of the slab, lies at \(-0.385\) bohr. The centroid also depends on the width of the well. It oscillates as subbands cross the Fermi energy, with a period near \(\pi/k_F\approx3.1\) bohr. It is \(-0.373\) bohr at a width of 34 bohr, but \(-0.402\) bohr at 33 bohr. Near a width of 80 bohr it stays between about \(-0.38\) and \(-0.39\) bohr. The value \(-0.368\) bohr therefore belongs to this slab, and a thick metal in this model has \(z_0\approx-0.38\) bohr. Two widths that happen to agree do not prove convergence, because they may lie a whole number of periods apart.

At \(q=0.02\) bohr\(^{-1}\) the response is \(g=0.985395\), hence \(D=\ln g/(2q)=-0.01471/0.04=-0.3678\) bohr. Doubling \(q\) multiplies \(D(q)-D(0)\) by 4.005, as a quadratic law requires, and \(d_2=0.421\) bohr\(^3\), with the last digit uncertain. Like \(z_0\), this coefficient belongs to this slab. It is about 0.51 bohr\(^3\) at a width of 33 bohr and about 0.47 bohr\(^3\) at 80 bohr.

The energy \(V\) below comes from (2) with the full kernel \(e^{-q|z-z'|}\), solved at each \(q\) and integrated by Gauss–Legendre quadrature. It uses neither the factorization nor the small-\(q\) expansion. Energies are in hartree.

| \(z\) (bohr) | \(V\) | \(-1/[4(z-z_0)]\) | \(-1/(4z)\) |
|---:|---:|---:|---:|
| 6 | −0.03936 | −0.03926 | −0.04167 |
| 10 | −0.02413 | −0.02411 | −0.02500 |
| 20 | −0.012275 | −0.012274 | −0.012500 |
| 40 | −0.006193 | −0.006193 | −0.006250 |

At 20 bohr, \(1/(4\times20.368)=0.012274\), and \(V\) is \(-0.334\) eV. Measuring from the step instead gives an error of 1.8% relative to \(V\). The remainder beyond the image form, taken with the zero of the outside line, is \(-9.3\times10^{-7}\) hartree. Equation (4) predicts \(-3(0.421)/(8\times20.368^4)=-9.2\times10^{-7}\) hartree. At 6 bohr the image form is still within 0.3% of \(V\).

## Where the result stops

The energy \(V\) belongs to a charge at rest. A moving electron also has recoil and samples \(W\) at finite frequency, and neither effect is included. Close to the surface, overlap violates A2, and exchange with the metal's electrons enters. The RPA omits exchange and correlation in the response itself. A different response function would in general give a different \(s_0\), so the number \(z_0\) belongs to the RPA and to the chosen effective potential.
